# Undercut of vertical walls at [100] mask edges on silicon (100)

## Setting

A silicon wafer with surface normal [001] carries a mask whose straight edge runs along [100]. Take $x$ along the edge, $y$ horizontally under the mask and $z$ downward into the crystal, with the origin on the edge. The opening is $y<0$, $z=0$. Etching starts at $t=0$.

The etch is limited by the surface reaction: a surface element moves into the crystal at a normal rate $R(\mathbf n)$ that depends only on its orientation $\mathbf n$. The mask is inert and adheres perfectly. The floor depth is $d$; the undercut $u$ is the horizontal distance from the original mask edge to the wall, measured just under the mask. The rates of the low-index planes are $R_{100}$, $R_{110}$, $R_{111}$, with

$$r=\frac{R_{110}}{R_{100}},\qquad q=\frac{R_{111}}{R_{100}} .$$

Let $n_1\ge n_2\ge n_3\ge 0$ be the magnitudes of the components of the unit vector $\mathbf n$, in decreasing order. Unless stated otherwise, orientations between the low-index planes are assumed fast enough that

$$R(\mathbf n)\ \ge\ (n_1-n_2)R_{100}+\sqrt2\,(n_2-n_3)R_{110}+\sqrt3\,n_3R_{111}. \tag{1}$$

Equality holds at the three low-index planes themselves, as inserting $(1,0,0)$, $(1,1,0)/\sqrt2$ and $(1,1,1)/\sqrt3$ confirms.

## (a) Symmetry

**Question.** Which low-index planes can form a long wall along this edge? If a vertical wall persists, how is $u$ related to $d$?

**Answer.** A plane $(hkl)$ contains [100] if its normal is perpendicular to it, so $h=0$. The vertical (010) plane and the (011) plane at 45° qualify. No {111} plane does, because its $h$ is $\pm1$.

The wall and the floor are both {100} planes. To see that they etch alike, describe silicon as a face-centred cubic (fcc) lattice plus a copy displaced by $\boldsymbol\delta=\tfrac14(1,1,1)$ in units of the cube edge.

- Cyclic exchange of the coordinates maps the fcc lattice onto itself and leaves $\boldsymbol\delta$ unchanged. This threefold rotation therefore preserves the crystal and carries one cube axis into another.
- Reflection $z\to-z$ turns $\boldsymbol\delta$ into $\tfrac14(1,1,-1)=-\boldsymbol\delta+\tfrac12(1,1,0)$. The last vector belongs to the fcc lattice, so the reflected crystal is the fcc lattice plus a copy displaced by $-\boldsymbol\delta$. A shift by $\boldsymbol\delta$ restores the original crystal. Opposite directions along a cube axis are thus equivalent too.

Hence the wall moves horizontally at the same rate $R_{100}$ as the floor moves down:

$$d=R_{100}t,\qquad u=R_{100}t\quad\Longrightarrow\quad u=d. \tag{2}$$

The equality is exact in this model. Symmetry does not say whether the wall survives, which is the next question.

## (b) Survival of the full wall

**Question.** Show that slow planes limit a growing convex cavity, and find the $r$ for which the vertical wall reaches the floor without a bevel.

**Answer.** By the reflection symmetry, the inert mask plane can be treated as a mirror: the cavity and its image form one convex cavity growing from the opening. Let $h_0(\mathbf n)$ be the largest value of $\mathbf n\cdot\mathbf x$ on the opening. Send out a plane of orientation $\mathbf n$ from there, slightly faster than $R(\mathbf n)$. If the front were to catch it, the front would be tangent to it at first contact and would move there at $R(\mathbf n)$, too slowly to have caught it. A sharp edge is no exception if it is regarded as the limit of a slightly rounded one, which contains all intermediate orientations. Letting the excess speed vanish gives

$$\mathbf n\cdot\mathbf x\le h_0(\mathbf n)+R(\mathbf n)t. \tag{3}$$

The cavity fills the whole region allowed by (3). Each face of that region moves at its own rate, and any orientation that might appear at an edge is fast enough to be swept out of it.

For the long edge, take $\mathbf n=(0,\sin\theta,\cos\theta)$ with $0\le\theta\le90^\circ$. On the opening $z=0$ and $y\le0$, so $h_0=0$ and

$$y\sin\theta+z\cos\theta\le R(\theta)t. \tag{4}$$

The angles 0°, 90° and 45° give, in turn,

$$z\le d,\qquad y\le d,\qquad y+z\le\sqrt2R_{110}t=\sqrt2\,r\,d. \tag{5}$$

A sharp corner between wall and floor lies at $y=z=d$. The third condition admits it if $2d\le\sqrt2\,r\,d$, that is,

$$r\ge\sqrt2. \tag{6}$$

No other orientation cuts the corner. For $\theta\le45^\circ$,

$$y\sin\theta+z\cos\theta=(\cos\theta-\sin\theta)z+\sin\theta\,(y+z).$$

Both coefficients are non-negative, so (5) bounds this by $[(\cos\theta-\sin\theta)R_{100}+\sqrt2\sin\theta\,R_{110}]t$. By (1) this is at most $R(\theta)t$, and (4) is satisfied. For $\theta>45^\circ$, exchange $y$ with $z$ and sine with cosine.

## (c) Smaller $r$

**Question.** What happens to the wall and the undercut when $r<\sqrt2$? Does $u=d$ prove that a vertical wall exists?

**Answer.** Put $y=d$ in the third condition of (5). The wall extends down to

$$z_{\rm wall}=\sqrt2\,r\,d-d=(\sqrt2\,r-1)\,d. \tag{7}$$

For $1/\sqrt2<r<\sqrt2$ this lies between zero and $d$. A vertical wall remains under the mask, a 45° face joins it to the floor, and still $u=d$. For $r<1/\sqrt2$ the wall is gone, and the 45° face meets the mask. Setting $z=0$ gives

$$u=\sqrt2\,r\,d<d. \tag{8}$$

The equality $u=d$ does not prove a vertical wall. Drop assumption (1) and consider an isotropic etch, $R(\theta)=R_{100}$. The point $y=d$, $z=0$ satisfies (4), since $\sin\theta\le1$, so $u=d$. At $y=d$, however, (4) requires $z\le d(1-\sin\theta)/\cos\theta$. With $\theta=90^\circ-\epsilon$ the right side is $d(1-\cos\epsilon)/\sin\epsilon\approx d\,\epsilon/2$, which tends to zero. The wall has no height; the profile is a quarter circle.

The three regimes were tested by advancing a front numerically with its local normal rate. The rate was the right side of (1) plus $0.3R_{100}\min(n_2,n_1-n_2)$. The seed was rounded, with radius 0.20 on a grid of spacing 0.01, and growth was measured between times 0.7 and 1.3, with $R_{100}=1$. The growth rates of the undercut, the depth and the largest $y+z$ had to agree with those from (5) and (8) within 0.06. The wall-height rate in the table (printed as "wall height" by the program) is inferred, not measured on the wall: it is the growth rate of the largest $y+z$ minus that of the undercut. This equals the wall-height rate if the profile consists of flat faces, as derived above. A quarter circle would give the same three growth rates as $r=1$, so that run confirms the limits (5) but does not by itself show a vertical wall. For $r=1.6$ the wall was also checked to be upright: its horizontal positions at the mask and at 80% of the depth had to agree within 0.03.

| $r$ | undercut rate: front / formula | inferred wall-height rate: front / formula |
|---|---|---|
| 1.6 | 0.995 / 1.000 | 0.996 / 1.000 |
| 1.0 | 0.997 / 1.000 | 0.413 / 0.414 |
| 0.5 | 0.700 / 0.707 | 0.000 / 0.000 |

## (d) A square window

**Question.** The opening is now a square of side $a$ with edges along [100] and [010]. For $r\ge\sqrt2$ and $\sqrt3\,q<1$, find the wall width at the mask and at the floor, and the depth at which $u=d$ fails at mid-edge.

**Answer.** Use horizontal coordinates $X,Y$ from the window centre. Although no {111} plane contains an edge, such planes can start at the window corners. For $\mathbf n=(1,1,1)/\sqrt3$ the opening reaches farthest at $X=Y=a/2$, so $h_0=a/\sqrt3$. Multiplying (3) by $\sqrt3$ gives

$$X+Y+z\le a+\sqrt3R_{111}t=a+\sqrt3\,q\,d. \tag{9}$$

On the wall $X=a/2+d$, and by symmetry in $Y$,

$$|Y|\le \frac a2-d+\sqrt3\,q\,d-z. \tag{10}$$

The full width is twice this bound. At the mask ($z=0$) and at the floor ($z=d$),

$$w_{\rm mask}=a-2d(1-\sqrt3\,q),\qquad w_{\rm floor}=a-2d(2-\sqrt3\,q). \tag{11}$$

The other low-index planes are weaker limits on the wall. The adjacent wall allows $|Y|\le a/2+d$, and the vertical {110} plane allows $|Y|\le a/2+(\sqrt2\,r-1)d$. The inclined {110} planes allow $X+z\le a/2+\sqrt2\,r\,d$, and the same for $|Y|+z$; since $\sqrt2\,r\ge2$, both are satisfied. Intermediate planes add nothing: a normal with ordered components is

$$(n_1,n_2,n_3)=(n_1-n_2)(1,0,0)+(n_2-n_3)(1,1,0)+n_3(1,1,1),$$

or the same with the axes permuted. Since $h_0=(a/2)(|n_x|+|n_y|)$ adds in the same way, its condition follows from the low-index ones and (1).

Setting the widths in (11) to zero gives the depths at which the wall leaves the floor and at which it vanishes:

$$d_{\rm floor}=\frac{a}{2(2-\sqrt3\,q)},\qquad d_{\rm gone}=\frac{a}{2(1-\sqrt3\,q)}. \tag{12}$$

Beyond $d_{\rm gone}$, {111} faces meet at mid-edge. With $Y=z=0$, (9) gives $X=a+\sqrt3\,q\,d$, and subtracting $a/2$,

$$u=\frac a2+\sqrt3\,q\,d<d. \tag{13}$$

This holds while there is a floor. At $X=Y=0$, (9) permits $z=d$ up to $d=a/(1-\sqrt3\,q)=2d_{\rm gone}$.

A three-dimensional front with the same form of rate law, $r=1.6$ and $q=0.3$, tested the corner plane. The half-side was 0.6, the seed radius 0.30, the grid spacing 0.025 and the time interval 0.3 to 0.6. At mask level on the diagonal, $X+Y$ grew at 0.496, against $\sqrt3\,q=0.520$ from (9) and 2 without {111} planes; the tolerance was 0.15. The mid-edge undercut rate was 0.986, against 1.

## (e) Numbers

**Question.** Take $R_{100}=1.00$ µm/min, $r=1.60$, $q=0.010$, $a=200$ µm and $d=40$ µm. Describe the cavity, then find the mid-edge undercut at a depth of 150 µm.

**Answer.** Since $1.60>1.414$, the wall has no bevel. The time is $40/1.00=40$ min, and $u=40$ µm (40,000 nm). The mid-edge cavity width is $200+2\times40=280$ µm. With $\sqrt3\,q=0.0173$,

$$w_{\rm mask}=200-80(0.9827)=121.4\ \text{µm},$$

$$w_{\rm floor}=200-80(1.9827)=41.4\ \text{µm}.$$

The wall is a trapezoid, already much shorter at the floor than the window side. It leaves the floor at $200/3.965=50.4$ µm and vanishes at $200/1.965=101.8$ µm. At 150 µm, (13) applies: $u=100+0.0173\times150=102.6$ µm. The undercut has almost stopped while the floor continues downward.

## (f) The real process

**Question.** How do these parameters compare with a real etch, and how large are the main neglected effects at 40 µm depth?

**Answer.** The values are round numbers in the regime of hot, concentrated aqueous KOH, where {110} etches faster than {100} and {111} is far slower. Additives such as isopropanol can lower $r$ enough to produce 45° faces. Relation (2) survives a partial bevel but fails for $r<1/\sqrt2$, so it cannot be carried over to another bath without knowing $r$. The estimates below use rough typical inputs.

- **Misalignment.** For a long edge turned by 1°, (3) involves every normal perpendicular to the turned edge, and the slowest limit wins. A vertical stepped wall with the rate on the right side of (1) would shift the undercut by $d[\cos1^\circ+(\sqrt2\,r-1)\sin1^\circ-1]=+0.88$ µm, but for that rate this is only an upper limit. If equality holds in (1) for all nearby orientations, the face with normal along $(\sin1^\circ,\cos1^\circ,\sin1^\circ)$, inclined by 1°, is slower, and the undercut changes by $d[\cos1^\circ-(1-\sqrt3\,q)\sin1^\circ-1]=-0.69$ µm, the lowest value (1) allows. The effect is about 2% of $d$, and its sign depends on the rates of orientations close to {100}.
- **Temperature.** At 353 K, with an activation energy of 0.6 eV, a uniform rise of 1 K increases the rate by about 6% and the depth by about 2 µm at fixed time. The wall shifts equally, so $u/d$ is unchanged.
- **Depletion.** Dissolving one silicon atom consumes two hydroxide ions. The silicon flux is $J=1.38\times10^{-3}$ mol/(m² s). Over a stagnant path $L=d+u=80$ µm, with diffusivity $D=3\times10^{-9}$ m²/s and concentration $c=7000$ mol/m³, the fractional drop is $2JL/(Dc)\approx1\%$. This is the scale of the variation inside the cavity; stagnant liquid above the window adds a further drop, a few per cent for a layer of 100 to 400 µm, that wall and floor nearly share. If the rate were proportional to concentration, a wall and floor differing by this much would differ by about 0.4 µm.
- **Mask loss.** If silicon etches 200 times faster than the oxide mask, each fully exposed oxide face loses $40/200=0.2$ µm. The overhang is attacked from below as well, so the oxide must be thicker than the loss from both faces.

For a required mid-edge cavity width $W$, measured just under the mask when the floor has reached depth $d$, the window side is $a=W-2d$, provided that (1) holds for the bath, $d<d_{\rm gone}$, the edges are aligned and $r\ge1/\sqrt2$; a wall without a bevel needs $r\ge\sqrt2$. A slow intermediate orientation that violates (1) can make $u<d$ even for $r\ge\sqrt2$. Here $280-80=200$ µm.

## Computed results

```
Atoms in cubic cell, mapped onto themselves: 8
{111} planes containing [100]: 0
Long edge, growth rates in units of R100 (sim / formula):
 r=1.6 undercut 0.995 / 1.000
       depth 0.995 / 1.000
       wall height 0.996 / 1.000
       wall lean / depth 0.0000
 r=1.0 undercut 0.997 / 1.000
       depth 0.997 / 1.000
       wall height 0.413 / 0.414
 r=0.5 undercut 0.700 / 0.707
       depth 0.997 / 1.000
       wall height -0.000 / 0.000
Square window test, r=1.6, q=0.3 (units of R100):
 mid-edge undercut rate 0.986 / 1.000
 floor rate 0.990 / 1.000
 corner x+y rate 0.496 / 0.520
 corner x+y rate without {111} planes 2.000
Worked example:
 R100 = 1.00 um/min, r = 1.60, q = 0.010
 R110 = 1.60 um/min, R111 = 0.010 um/min
 bevel threshold sqrt(2) = 1.4142
 wall threshold 1/sqrt(2) = 0.7071
 window side 200.0 um, depth 40.0 um
 etch time 40.0 min
 undercut 40.0 um = 40000 nm
 cavity width at mid-edge 280.0 um
 wall width at mask 121.4 um, at floor 41.4 um
 wall leaves floor at depth 50.4 um
 wall vanishes at depth 101.8 um
 at depth 150 um, undercut 102.6 um
Neglected effects:
 1 deg misalignment: +0.88 um undercut
 T = 353 K, activation 0.6 eV
 +1 K: rate +5.7 %, depth +2.29 um
 diffusivity 3.0e-05 cm2/s
 hydroxide 7.0 mol/L, path 80 um
 silicon flux 1.38e-03 mol/(m2 s)
 hydroxide depletion 1.05 %
 Si:oxide selectivity 200
 oxide loss per exposed face 200 nm
```
